# d-Wave Mean-Field Equations of the Gutzwiller-Renormalized t-J Model

## Half filling

Take a lattice with one electron per site on average, and a state in which each spin species occupies each site with probability \(1/2\), independently of the other species on that site, while different sites are weakly correlated. A site is then singly occupied with probability \(1/2\). A spin operator gives zero on an empty or doubly occupied site, so the spin correlation of two sites comes from the quarter of the weight in which both are singly occupied.

Now forbid double occupancy and keep the density at one. Every site is singly occupied. If the projection does not otherwise change the relative spin arrangement, the correlation is multiplied by \(1/(1/2)^2=4\). Hopping vanishes, because an electron has no empty site to enter. These are the values at \(x=0\) of

\[
g_J=\frac{4}{(1+x)^2},\qquad g_t=\frac{2x}{1+x}.
\]

## Model and projector

At hole doping \(x\), with density \(n=1-x\), the square-lattice Hamiltonian is

\[
H=-t\sum_{\langle ij\rangle\sigma}(c^\dagger_{i\sigma}c_{j\sigma}+\mathrm{h.c.})+J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j ,
\]

acting on states without double occupancy. Each bond is counted once, \(\hbar=1\), and \(T\) is an energy. The trial state is \(\prod_iP_i|\Phi_0\rangle\), where \(\Phi_0\) is a uniform, nonmagnetic, singlet BCS state without on-site pair amplitude. Averages in \(\Phi_0\) carry a subscript 0. The local operator is

\[
P=\lambda_0|0\rangle\langle0|+\lambda_1\sum_\sigma|\sigma\rangle\langle\sigma| .
\]

In \(\Phi_0\) a site is empty with probability \((1-n/2)^2\) and holds a single spin \(\sigma\) with probability \((n/2)(1-n/2)\). We require \(\langle P^2n_\sigma\rangle_0=n/2\) and \(\langle P^2\rangle_0=1\). The first condition gives

\[
\lambda_1^2\frac n2\Big(1-\frac n2\Big)=\frac n2
\quad\Rightarrow\quad \lambda_1^2=\frac{1}{1-n/2}=\frac{2}{1+x}.
\]

Single occupancy then has total weight \(n\), so the empty site must have weight \(x\):

\[
\lambda_0^2\Big(\frac{1+x}{2}\Big)^2=x
\quad\Rightarrow\quad \lambda_0^2=\frac{4x}{(1+x)^2}.
\]

With \(\delta_\sigma=n_\sigma-n/2\), the operator \(P^2\) is a combination of \(1,\delta_\uparrow,\delta_\downarrow,\delta_\uparrow\delta_\downarrow\). The two conditions make the constant 1 and the linear coefficients zero. Since \(P^2=0\) on a doubly occupied site,

\[
P^2=1-\frac{4}{(1+x)^2}\,\delta_\uparrow\delta_\downarrow .
\]

A site outside the measured bond can therefore influence the result only through terms with at least four intersite contractions. Dropping these, and every term with more contractions than the leading one, is the Gutzwiller approximation used here. It is an approximation in two dimensions, and a two-site estimate of its error is given below.

## The renormalization factors

For one fermion operator,

\[
Pc^\dagger_\sigma P=\lambda_0\lambda_1c^\dagger_\sigma(1-n_{-\sigma})
=\lambda_0\lambda_1c^\dagger_\sigma\Big(\frac{1+x}{2}-\delta_{-\sigma}\Big).
\]

The last term needs three intersite contractions, because on-site pairing and on-site spin mixing vanish. The one-contraction part multiplies \(c^\dagger_\sigma\) by \(\lambda_0\lambda_1(1+x)/2\). A hop has two such ends:

\[
g_t=\lambda_0^2\lambda_1^2\frac{(1+x)^2}{4}
=\frac{4x}{(1+x)^2}\,\frac{2}{1+x}\,\frac{(1+x)^2}{4}=\frac{2x}{1+x}.
\]

The intersite pair amplitude also has two ends, so it acquires the same \(g_t\). A spin operator acts within the singly occupied states, so \(P\mathbf SP=\lambda_1^2\mathbf S\) and \(g_J=\lambda_1^4=4/(1+x)^2\).

For the density, \(PnP=\lambda_1^2(n_\uparrow+n_\downarrow-2n_\uparrow n_\downarrow)\). Its part linear in \(\delta_\uparrow+\delta_\downarrow\) has coefficient \(\lambda_1^2(1-n)=2x/(1+x)\). Connected density correlations are thus multiplied by \(4x^2/(1+x)^2=x^2g_J\).

## Energy of the BCS state

Define the real bond amplitudes

\[
\chi=\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle_0,\qquad
\langle c_{j\downarrow}c_{i\uparrow}\rangle_0=
\begin{cases}+\Delta & x\text{ bond}\\-\Delta & y\text{ bond.}\end{cases}
\]

Here \(\chi\) is per spin. By Wick's theorem, equal spins give

\[
\langle\delta_{i\sigma}\delta_{j\sigma}\rangle_0
=\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle_0\langle c_{i\sigma}c^\dagger_{j\sigma}\rangle_0=-\chi^2 .
\]

For opposite spins, exchanging the middle operators costs a sign:

\[
\langle\delta_{i\uparrow}\delta_{j\downarrow}\rangle_0
=-\langle c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}\rangle_0\langle c_{i\uparrow}c_{j\downarrow}\rangle_0
=-(\Delta)(-\Delta)=\Delta^2 .
\]

Hence \(\langle S^z_iS^z_j\rangle_0=\tfrac14(-2\chi^2-2\Delta^2)\). A singlet state has equal correlations along the three spin axes, so

\[
\langle\mathbf S_i\cdot\mathbf S_j\rangle_0=-\tfrac32(\chi^2+\Delta^2),\qquad
\langle\delta n_i\,\delta n_j\rangle_0=2(\Delta^2-\chi^2).
\]

Antiferromagnetic exchange therefore lowers the energy when singlet pairs form on bonds. Hopping contributes \(-4g_tt\chi\) per bond: two spins times two directions. With two bonds per site,

\[
e=-8g_tt\chi-3g_JJ(\chi^2+\Delta^2).
\]

## Mean-field equations

Let \(\gamma_\pm=\cos k_x\pm\cos k_y\), and let \(\langle\cdots\rangle_k\) be the zone average. Consider

\[
H_{\rm MF}=\sum_{k\sigma}\xi_kc^\dagger_{k\sigma}c_{k\sigma}
-\sum_k\Delta_k(c^\dagger_{k\uparrow}c^\dagger_{-k\downarrow}+\mathrm{h.c.}),
\]
\[
\xi_k=-2K\gamma_+-\mu,\qquad \Delta_k=2D\gamma_- .
\]

With \(n_k=\langle c^\dagger_{k\sigma}c_{k\sigma}\rangle_0\) and \(F_k=\langle c_{-k\downarrow}c_{k\uparrow}\rangle_0\), averaging over the two bond directions gives \(\chi=\tfrac12\langle\gamma_+n_k\rangle_k\) and \(\Delta=\tfrac12\langle\gamma_-F_k\rangle_k\). Apart from the \(\mu\) term, the mean energy per site of \(H_{\rm MF}\) is

\[
-4K\langle\gamma_+n_k\rangle_k-4D\langle\gamma_-F_k\rangle_k=-8K\chi-8D\Delta .
\]

At fixed \(x\), a small change of \(\Phi_0\) changes \(e\) by \((\partial e/\partial\chi)\delta\chi+(\partial e/\partial\Delta)\delta\Delta\). The state is stationary if it is the equilibrium state of the \(H_{\rm MF}\) that produces the same change:

\[
-8K=-8g_tt-6g_JJ\chi,\qquad -8D=-6g_JJ\Delta ,
\]
\[
K=g_tt+\tfrac34g_JJ\chi,\qquad D=\tfrac34g_JJ\Delta .
\]

At \(T>0\) the same condition makes \(e-Ts_0\) stationary, where \(s_0\) is the entropy of the unprojected quasiparticles. That is a further approximation, since projection removes states.

The multiplier \(\mu\) fixes the density. The thermodynamic chemical potential also contains the change of the factors with \(n=1-x\):

\[
\mu_{\rm th}=\mu-\frac{\partial e}{\partial x}\Big|_{\chi,\Delta}
=\mu+\frac{16t\chi}{(1+x)^2}-\frac{24J(\chi^2+\Delta^2)}{(1+x)^3}.
\]

In the basis \((c_{k\uparrow},c^\dagger_{-k\downarrow})\), \(H_{\rm MF}\) is the matrix

\[
h_k=\begin{pmatrix}\xi_k&-\Delta_k\\-\Delta_k&-\xi_k\end{pmatrix},\qquad h_k^2=E_k^2,\qquad E_k=\sqrt{\xi_k^2+\Delta_k^2}.
\]

Its Fermi function is \(\tfrac12[1-(h_k/E_k)\tanh(E_k/2T)]\). With \(W_k=\tanh(E_k/2T)/E_k\), its elements are

\[
n_k=\tfrac12(1-\xi_kW_k),\qquad F_k=\tfrac12\Delta_kW_k .
\]

Under \(k_x\leftrightarrow k_y\), \(F_k\) changes sign, so the on-site amplitude \(\langle F_k\rangle_k\) is zero, as assumed. Since \(\langle\gamma_+\rangle_k=0\), inserting \(n_k\) into \(\chi\) and into \(x=1-2\langle n_k\rangle_k\) gives

\[
\chi=-\tfrac14\langle\gamma_+\xi_kW_k\rangle_k,\qquad x=\langle\xi_kW_k\rangle_k .
\]

Inserting \(F_k\) gives \(\Delta=\tfrac D2\langle\gamma_-^2W_k\rangle_k\). Multiplying by \(\tfrac34g_JJ\) and dividing by \(D\ne0\) yields

\[
1=\tfrac38g_JJ\langle\gamma_-^2W_k\rangle_k .
\]

The physical pair amplitude is \(g_t\Delta\), whereas the quasiparticle gap is set by \(D\).

## Two limits

At \(x=0\), \(g_t=0\) and \(\mu=0\). The choice \(\chi=\Delta\), hence \(K=D\), solves the equations at \(T=0\). Then \(E_k=2K\sqrt{\gamma_+^2+\gamma_-^2}\), and the shift \(k_y\to k_y+\pi\) exchanges \(\gamma_+\) and \(\gamma_-\) without changing \(E_k\). The two amplitude integrals are therefore equal. The gap scale remains finite, while \(g_t\Delta\simeq2x\Delta\) vanishes: this state is an insulator with singlet correlations, not a superconductor.

At the pairing temperature \(T_c\), \(D\to0\) and \(W_k\to\tanh(\xi_k/2T_c)/\xi_k\), with the value \(1/2T_c\) at \(\xi_k=0\). The equations then determine \(\chi,\mu,T_c\). For extended-s pairing, with equal signs on \(x\) and \(y\) bonds, \(\gamma_-\) is replaced by \(\gamma_+\). On the Fermi line \(\gamma_+=-\mu/2K\), which is small near half filling, so that channel gains little from low energies. An extended-s state must also be constrained to have no on-site amplitude. This restricts the allowed variations and cannot strengthen the instability.

## Solving the equations

Use \(\chi\), \(\ln D\) and \(\mu\) as unknowns in a root finder. Dividing out \(D\) removes the trivial solution, and the logarithm keeps \(D\) positive. For \(T_c\), set \(D=0\) and replace \(\ln D\) by \(\ln T\). The numbers below use a \(240\times240\) midpoint grid on \(0<k_x,k_y<\pi\), which represents the whole zone because the integrands are even in each momentum. Refining it to \(340\times340\) changes \(D\) by less than 0.2% at \(x=0.15\).

Take \(t=400\) meV, \(J=130\) meV and \(x=0.15\). Then \(g_t=0.2609\) and \(g_J=3.025\), so \(g_tt=104.3\) meV and \(g_JJ=393.2\) meV. At \(T=0\) the solution is \(\chi=0.1932\), \(\Delta=0.1078\), \(\mu=-65.4\) meV, and

\[
K=104.3+0.75(393.2)(0.1932)=161.3\ \text{meV},
\]
\[
D=0.75(393.2)(0.1078)=31.8\ \text{meV}.
\]

Exchange supplies about a third of \(K\). The largest \(|\Delta_k|\) is \(4D=127\) meV, at \((\pi,0)\). There \(\gamma_+=0\), so the quasiparticle energy is \(\sqrt{65.4^2+127.2^2}=143\) meV.

The energy is \(-219.0\) meV per site. The normal state at the same density has \(-214.3\) meV, so pairing gains 4.7 meV. The linearized equations give \(T_c=53.9\) meV, or 625 K. At that temperature the right-hand side of the gap equation is 0.36 for extended s, against 1 for d-wave.

With \(t\) and \(J\) held fixed, doping changes the \(T=0\) solution as follows.

| \(x\) | \(\Delta\) | \(4D\) (meV) | \(g_t\Delta\) |
|---|---|---|---|
| 0.02 | 0.160 | 240 | 0.006 |
| 0.05 | 0.148 | 209 | 0.014 |
| 0.10 | 0.128 | 165 | 0.023 |
| 0.15 | 0.108 | 127 | 0.028 |
| 0.20 | 0.084 | 91.5 | 0.028 |
| 0.25 | 0.057 | 57 | 0.023 |

The gap falls throughout this range. The pair amplitude has a broad maximum near \(x=0.15\) to 0.20, because it is the product of a rising \(g_t\) and a falling \(\Delta\).

## Phase stiffness

Give each \(x\) bond a hopping phase \(A\). With the state unchanged, the cost per site is \(4g_tt\chi(1-\cos A)\). The linear perturbation is proportional to \(\sum_{k\sigma}\sin k_x\,n_{k\sigma}\). It annihilates the BCS ground state, whose pairs occupy \(k\) and \(-k\) together. Relaxation comes from pockets at the gap nodes with area of order \(A^2\) and energy of order \(A\), hence a gain of order \(A^3\).

Adding \(w\sin k_x\) to the trial dispersion and scanning \(w\) for the lowest energy recovers 6% of the cost at \(A=0.1\) and 13% at \(A=0.2\), in line with a fraction proportional to \(A\).

A pair carries twice the phase of an electron, so its phase gradient is \(2A\). Equating \(2g_tt\chi A^2\) to \(\tfrac12\rho(2A)^2\) gives \(\rho=g_tt\chi=20.2\) meV at \(T=0\). In one isolated plane, vortex unbinding occurs at \(T=(\pi/2)\rho(T)\). Inserting the zero-temperature stiffness gives a scale of 368 K, which is an overestimate because thermal quasiparticles reduce \(\rho\). Minimizing the free energy over the imaginary part of the bond amplitude gives \(\rho(T)=g_tt\chi-2(g_tt)^2\Pi/(1-\tfrac32g_JJ\Pi)\), with \(\Pi=\langle\sin^2k_x\,[-f'(E_k)]\rangle_k\) and \(f\) the Fermi function. This falls to 10.4 meV at 368 K, vanishes at \(T_c\), and meets \(T=(\pi/2)\rho(T)\) near 255 K. The pairing temperature of 625 K is therefore not a superconducting transition temperature, even within this model.

## Accuracy and stability

The Gutzwiller factors can be compared with a two-site calculation. Construct the 16-state Gaussian density matrix with the computed \(n,\chi,\Delta\), apply \(P_iP_j\), and evaluate all terms. The hopping factor becomes 0.218 instead of 0.261, the pair factor 0.293 instead of 0.261, and the exchange factor 2.96 instead of 3.02. These shifts of \(-17\%\), \(+12\%\) and \(-2\%\), relative to the Gutzwiller values, include the effect of a slight density increase caused by the projection (from 0.850 to 0.856) and omit the projectors on surrounding sites. They understate the error. Keeping the projectors on the 6 and then 10 nearest surrounding sites gives 0.194 and 0.195 for hopping, 0.306 and 0.314 for pairing, and 2.80 and 2.91 for exchange. The density on the bond then drifts to about 0.877, which accounts for part of these shifts. Such small clusters are not converged.

If the Hamiltonian also contains \(-\tfrac J4n_in_j\), its connected part adds \(-x^2g_JJ(\Delta^2-\chi^2)\) per site. The same variation gives

\[
K=g_tt+\tfrac{3-x^2}{4}g_JJ\chi,\qquad
1=\tfrac{3+x^2}{8}g_JJ\langle\gamma_-^2W_k\rangle_k ,
\]

and \(4D\) rises from 127 to 129 meV. This correction is only a rough estimate. Its leading factor, \(x^2g_J=0.068\), is so small that the dropped four-contraction terms compete with it, and the two-site calculation gives 0.030 instead.

Staggered magnetism is more serious. Apply a field \(-h\sum_r(-1)^rS^z_r\), and let primes denote quantities at \(k+(\pi,\pi)\), where \(\Delta'_k=-\Delta_k\). With \(u^2=\tfrac12(1+\xi/E)\), \(v^2=\tfrac12(1-\xi/E)\) and \(uv=\Delta_k/2E\), the field creates two quasiparticles with amplitude \(\tfrac h2(uv'-u'v)\), up to a sign, at energy \(E+E'\). Squaring gives

\[
(uv'-u'v)^2=\frac12\Big(1-\frac{\xi\xi'+\Delta_k\Delta'_k}{EE'}\Big).
\]

First-order perturbation of the state then gives the staggered moment \(m=\langle(-1)^rS^z_r\rangle_0\):

\[
\frac mh=\frac14\Big\langle\frac{1-(\xi\xi'+\Delta_k\Delta'_k)/(EE')}{E+E'}\Big\rangle_k .
\]

Four neighbours produce an exchange field \(4g_JJm\), so a moment grows spontaneously if \(4g_JJ(m/h)>1\). The computed value is 1.62. In this estimate the nonmagnetic solution is unstable at \(x=0.15\). The estimate holds the Gutzwiller factors fixed and omits staggered triplet pairing. The triplet channel is repulsive and lowers the value to 1.59. Imposing the projector conditions separately for each spin, so that the factors depend on \(m\), lowers it to about 1.2. The number thus depends on the scheme, and a firm answer requires a calculation beyond the Gutzwiller approximation. Until then the d-wave solution should be read as a stationary nonmagnetic state that lies below the normal state in energy, not as an established ground state.

## Comparison with cuprate planes

The chosen \(t\), \(J\) and \(x\) are rough values for a hole-doped cuprate near its highest transition temperature. The highest transition temperatures of such materials range from a few tens of kelvin to somewhat above 130 K, depending on the compound, and their maximum gaps are typically a few tens of meV, so the model's 625 K and its largest gap on the Fermi line, about 114 meV, are well above the measured values. Within the model, phase fluctuations remove part of the temperature excess, but the scale of 368 K estimated from the zero-temperature stiffness is still too high. Real planes also have diagonal hopping. Adding \(-4g_tt'\cos k_x\cos k_y\) to \(\xi_k\), with \(t'=-0.3t\) and the other inputs fixed, raises \(4D\) to 138 meV, the largest gap on the Fermi line to nearly the same value and \(T_c\) to 666 K, and so does not cure the excess. Operation at 77 K leaves \(4D\) at 127 meV. If \(J=4t^2/U\), with \(U\) the on-site repulsion, then \(t/U=0.08\). The three-site hops of order \(t^2/U\) are omitted, and their effect on the gap has not been computed.
